# Second-order field shift of the ground level in a hard-walled well

## Why the shift cannot be read from the voltage drop

If the potential drop across a thin layer is taken as the field shift of its confined level, the answer can be wrong by more than an order of magnitude. In the silicon film treated below the drop is 16 meV, while the ground level moves by about 0.43 meV relative to the middle of the film. First-order perturbation theory errs the other way and gives no shift at all. The shift comes from the small deformation of the wavefunction, and in a weak field of fixed strength it varies, for hard walls, as the fourth power of the thickness. Penetration into the oxide and image charges, treated at the end, lower the local exponent for the 8 nm film to about 3.9 and 3.8 respectively.

## Model and result

An electron of charge \(-e\) and constant mass \(m\) along \(z\) moves between impenetrable walls at \(z=\pm L/2\). A uniform field \(F\) along \(+z\) exerts the force \(-eF\), so the potential energy is \(+eFz\):

\[
H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+eFz,\qquad \psi(\pm L/2)=0 .
\]

The energy zero is the potential at the middle of the well. To second order in \(F\), the ground level changes by

\[
\Delta E_1=-C\,\frac{m e^2F^2L^4}{\hbar^2},\qquad
C=\frac{15-\pi^2}{24\pi^4}=0.0021945 .
\]

For use in code, it is convenient to form one energy and one pure number:

\[
U=\frac{\hbar^2}{mL^2},\qquad f=\frac{eFL}{U},\qquad \Delta E_1=-C f^2U .
\]

If the potential is instead set to zero at the wall \(z=-L/2\), the perturbation is \(eF(z+L/2)\), and every level gains the constant \(eFL/2\). This must be removed before comparing with \(\Delta E_1\).

## Derivation from the deformed wavefunction

At zero field the levels are \(E_n=n^2\pi^2\hbar^2/(2mL^2)\), and the ground state is proportional to \(\cos(\pi z/L)\). Its density is even in \(z\), so \(\langle z\rangle=0\) and the first-order shift vanishes.

Set \(u=\pi z/L\), which runs from \(-a\) to \(a\) with \(a=\pi/2\), and measure energy in units of \(E_1\). The kinetic term becomes \(-d^2/du^2\). The field term becomes \(\lambda u\), with

\[
\lambda=\frac{eFL}{\pi E_1}=\frac{2meFL^3}{\pi^3\hbar^2}=\frac{2f}{\pi^3}.
\]

Let \(\varphi=\cos u\), so that \(\varphi''=-\varphi\) and \(\varphi(\pm a)=0\). Write the state as \(\varphi+\lambda g+\lambda^2\chi\) and the energy as \(1+\lambda^2\varepsilon_2\). Collecting powers of \(\lambda\) in the Schrödinger equation gives

\[
g''+g=u\varphi,\qquad -\chi''-\chi+ug=\varepsilon_2\varphi .
\]

Both \(g\) and \(\chi\) vanish at the walls. Multiply the second equation by \(\varphi\) and integrate. Two integrations by parts move the derivatives from \(\chi\) to \(\varphi\), and the \(\chi\) terms cancel because \(\varphi''+\varphi=0\). Hence

\[
\varepsilon_2=\frac{\int_{-a}^{a}u\varphi g\,du}{\int_{-a}^{a}\varphi^2du}.
\]

To find \(g\), try \(g=p\varphi+r\varphi'\) with polynomials \(p(u)\) and \(r(u)\). Using \(\varphi''=-\varphi\) and \(\varphi'''=-\varphi'\),

\[
g''+g=(p''-2r')\varphi+(2p'+r'')\varphi' .
\]

This equals \(u\varphi\) if \(p''-2r'=u\) and \(2p'+r''=0\). The choice \(p=u/4\), \(r=-(u^2-c)/4\) satisfies both for any constant \(c\). At the walls \(\varphi=0\) but \(\varphi'\neq0\), so \(r\) must vanish there, which fixes \(c=a^2\):

\[
g=\tfrac14\left[u\varphi-(u^2-a^2)\varphi'\right]
=\tfrac14\left[u\cos u+\left(u^2-\tfrac{\pi^2}{4}\right)\sin u\right].
\]

This function is odd and therefore orthogonal to \(\varphi\). It is negative for small positive \(u\), so the field moves probability towards negative \(z\), as the force requires.

The numerator of \(\varepsilon_2\) is

\[
I=\frac14\int_{-a}^{a}u^2\varphi^2du-\frac14\int_{-a}^{a}u(u^2-a^2)\varphi\varphi'\,du .
\]

In the second integral, write \(\varphi\varphi'=(\varphi^2)'/2\) and integrate by parts. The boundary term is zero, and the derivative of \(u^3-a^2u\) is \(3u^2-a^2\). Therefore

\[
I=\frac14\int_{-a}^{a}\left[u^2+\frac{3u^2-a^2}{2}\right]\varphi^2du
=\frac58\int_{-a}^{a}u^2\varphi^2du-\frac{a^2}{8}\int_{-a}^{a}\varphi^2du .
\]

With \(\varphi^2=(1+\cos2u)/2\), \(\sin2a=0\) and \(\cos2a=-1\), the two integrals are

\[
\int_{-a}^{a}\varphi^2du=a,\qquad
\int_{-a}^{a}u^2\varphi^2du=\frac{a^3}{3}+\frac{a\cos2a}{2}=\frac{a^3}{3}-\frac a2 .
\]

The cosine part follows from the antiderivative \(\tfrac12u^2\sin2u+\tfrac12u\cos2u-\tfrac14\sin2u\) of \(u^2\cos2u\). Thus

\[
\varepsilon_2=\frac Ia=\frac{5a^2}{24}-\frac5{16}-\frac{a^2}{8}
=\frac{a^2}{12}-\frac5{16}=\frac{\pi^2-15}{48}.
\]

Finally, restore the units:

\[
\lambda^2E_1=\frac{4m^2e^2F^2L^6}{\pi^6\hbar^4}\,\frac{\pi^2\hbar^2}{2mL^2}
=\frac{2me^2F^2L^4}{\pi^4\hbar^2}.
\]

Multiplication by \(\varepsilon_2\) gives the stated result.

## Excited levels

The derivation used only \(\varphi''=-\varphi\), the zeros at the walls and definite parity. For level \(n\), replace \(u\) by \(w=n\pi z/L\) and \(a\) by \(n\pi/2\), with \(\varphi=\cos w\) for odd \(n\) and \(\sin w\) for even \(n\). Then \(\varphi^2=(1\pm\cos2w)/2\). The zero at the wall makes \(\pm\cos2a=-1\) in both cases, so the integrals keep their form. In units of \(E_n\) the coefficient is \(a^2/12-5/16=(n^2\pi^2-15)/48\), and the field parameter is \(\lambda_n=eFL/(n\pi E_n)\). Since \(\lambda_n^2E_n=2me^2F^2L^4/(n^4\pi^4\hbar^2)\),

\[
\Delta E_n=\frac{n^2\pi^2-15}{24\pi^4n^4}\,\frac{me^2F^2L^4}{\hbar^2}.
\]

At this order the ground level falls and every higher level rises, because \(n^2\pi^2>15\) for \(n\ge2\). The separation of the two lowest levels therefore grows by more than the ground-state lowering alone.

## The sum over states

The usual second-order sum gives the same coefficient and shows which states matter. With \(y=z+L/2\), the states are \(\sqrt{2/L}\sin(n\pi y/L)\). For \(n>1\), the product formula for sines gives

\[
\langle n|z|1\rangle=\frac1L\int_0^L y\left[\cos\frac{(n-1)\pi y}{L}-\cos\frac{(n+1)\pi y}{L}\right]dy .
\]

The constant \(-L/2\) in \(z\) drops out by orthogonality. For a positive integer \(k\), \(\int_0^L y\cos(k\pi y/L)\,dy=L^2[(-1)^k-1]/(k\pi)^2\). The element is therefore zero for odd \(n\), and for even \(n\)

\[
\langle n|z|1\rangle=-\frac{2L}{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8L}{\pi^2}\frac{n}{(n^2-1)^2}.
\]

Dividing the squared elements by \(E_n-E_1=(n^2-1)\pi^2\hbar^2/(2mL^2)\) gives

\[
C=\frac{128}{\pi^6}\sum_{n=2,4,\ldots}\frac{n^2}{(n^2-1)^5}.
\]

The term \(n=2\) supplies 99.87 % of the sum. A two-level model is thus accurate for the second-order shift of the ground level.

## Displacement and energy balance

The derivative of an eigenvalue with respect to a parameter is the mean of the derivative of \(H\). Hence \(dE_1/dF=e\langle z\rangle\), and

\[
\langle z\rangle=-2C\,\frac{meFL^4}{\hbar^2}=-2CfL .
\]

The mean field energy \(eF\langle z\rangle\) equals \(2\Delta E_1\). Since the total change is \(\Delta E_1\), the kinetic energy rises by \(|\Delta E_1|\): half of the energy gained from the field is spent on deforming the wavefunction.

## Where the quadratic law fails

Reflection \(z\to-z\) is equivalent to \(F\to-F\), so the level is even in \(F\) and the first neglected term is of order \(F^4\). The leading relative error therefore grows as \(f^2\), that is, as \(m^2F^2L^6\).

The level at any field follows from Airy functions. With \(x=z/L\) and \(\varepsilon=E/U\), the equation is \(\psi''=2(fx-\varepsilon)\psi\). The variable \(s=(2f)^{1/3}(x-\varepsilon/f)\) turns it into \(\psi_{ss}=s\psi\). Let \(s_-\) and \(s_+\) be the values of \(s\) at the left and right walls. A combination of \(\mathrm{Ai}\) and \(\mathrm{Bi}\) vanishes at both if

\[
\mathrm{Ai}(s_-)\mathrm{Bi}(s_+)-\mathrm{Ai}(s_+)\mathrm{Bi}(s_-)=0 .
\]

The lowest root is found numerically. Diagonalizing \(H\) in 30 sine functions serves equally well at moderate fields. It places the point where the quadratic law exceeds the full hard-wall lowering by 10 % at \(f=37.6\). At fixed mass, the corresponding field falls as \(L^{-3}\).

In a strong field the electron is pressed against the left wall, and the right wall ceases to matter. The level then follows from \(s_-=-a_1\), where \(-a_1\) is the first zero of \(\mathrm{Ai}\):

\[
E_1(F)\simeq-\frac{eFL}{2}+a_1\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.
\]

This requires \((2f)^{1/3}-a_1\gg1\), so that the wavefunction has decayed before the right wall. The ratio of the lowering to \(eFL/2\) then tends to one, but only slowly, because the second term still grows as \(F^{2/3}\). The lowering can never exceed \(eFL/2\) in this model, since the potential is nowhere below \(-eFL/2\) and the mean kinetic energy cannot be less than \(E_1\).

## Example: an 8 nm silicon film

Take a (001) silicon film with oxide on both faces, thickened by epitaxy to \(L=8.0\) nm, at 4 K in a field of 0.020 MV/cm. The ground level belongs to the two valleys whose heavy mass, roughly \(0.92\,m_0\), lies along \(z\). The energy unit is \(U=1.2942\) meV, and the drop across the film is \(eFL=16.00\) meV. Then

\[
E_1=\frac{\pi^2}{2}U=6.386\ \text{meV},\qquad f=\frac{16.00}{1.2942}=12.363,
\]

\[
|\Delta E_1|=0.0021945\times(12.363)^2\times1.2942\ \text{meV}=0.434\ \text{meV},
\]

or \(4.34\times10^{-4}\) eV. The displacement is \(-2\times0.0021945\times12.363\times8.0\) nm \(=-0.434\) nm. The digits agree with those of the energy because \(|\Delta E_1|=eF|\langle z\rangle|/2\) and \(eF\) happens to be 2 meV/nm.

The Airy condition gives a lowering of 0.429 meV, so second order is 1.2 % too large relative to the full hard-wall value. The 10 % point lies at 0.061 MV/cm for this film. Although \(\lambda=0.797\) is not small, the admixture of the second state is: its amplitude is about \((16/9\pi^2)\times16.00/19.16=0.15\), where 19.16 meV is the gap \(E_2-E_1\).

## Corrections for a real film

**Penetration into the oxide.** Take a rough barrier \(V=3.1\) eV and oxide mass \(m_b=0.50\,m_0\). In the oxide \(\psi\) decays at the rate \(\kappa=\sqrt{2m_bV}/\hbar\), neglecting \(E_1\) beside \(V\). Continuity of \(\psi\) and \(\psi'/m\) gives \(\psi=-\delta\psi'\) on the silicon side of the right wall, with \(\delta=m_b/(m\kappa)=0.085\) nm. The wavefunction thus extrapolates to zero at a distance \(\delta\) beyond each wall. Replacing \(L\) by \(L+2\delta\) multiplies the lowering by \((1+2\delta/L)^4=1.088\). A finite-difference solution with the barrier and mass step gives 0.466 meV, which is 1.087 times the full hard-wall value.

**Image charges.** With rough relative permittivities \(\epsilon_s=11.7\) for silicon and \(\epsilon_o=3.9\) for oxide, the field of a charge in the film is matched at one interface by an image of relative strength \(q=(\epsilon_s-\epsilon_o)/(\epsilon_s+\epsilon_o)=0.5\). Repeated reflection places images \(q^{|j|}\) at \(z_j=jL+(-1)^jz\). The induced charge contributes half the interaction energy:

\[
V_{\rm im}(z)=\frac{e^2}{8\pi\epsilon_0\epsilon_s}\sum_{j\ne0}\frac{q^{|j|}}{|z-z_j|}.
\]

This repulsion rises towards both walls and opposes the displacement. Diagonalization in the sine basis gives a lowering of 0.341 meV, 21 % below the hard-wall value. Thick oxides are assumed, without gate images. The classical expression diverges at the wall, so it cannot simply be added to the penetrable-wall calculation. The two corrections have opposite signs, and 0.4 meV is as fine a figure as the simple model deserves for this film.

**Valleys and temperature.** The other four valleys have a mass of roughly \(0.19\,m_0\) along \(z\). With hard walls their lowest level lies at 30.9 meV and falls by 0.090 meV. Penetration matters more for this light mass: with the oxide barrier above, the two figures become 25.4 meV and 0.13 meV. Boltzmann weights with the two-dimensional density of states of each subband put essentially all electrons in the ground subband at 4 K, but at 300 K only about 30 % with hard walls and 26 % with the oxide barrier. The room-temperature response is therefore not that of the ground level alone. A valley splitting of 0.5 meV, assumed as a rough size, would be comparable with the shift; its field dependence lies outside this one-valley model.

**Charge and thickness.** A sheet density \(n_s=10^{10}\) cm\(^{-2}\) changes the field from one face to the other by \(en_s/(\epsilon_0\epsilon_s)\), which is 7.7 % of \(F\). With hard walls and no image charges, one added atomic layer, about 0.136 nm, lowers \(E_1\) by 0.21 meV at zero field, half as much as the applied field does. The image energy also falls with thickness, and including it raises this change to 0.42 meV. By the \(L^4\) law, the added layer increases the field shift by about 7 %. A field shift should therefore be extracted at fixed thickness.

**Relation to devices.** A thickness of 8 nm is realistic for thin silicon-on-insulator films, but 0.020 MV/cm is a weak field. Transistors in strong inversion have surface fields of roughly 1 MV/cm, far beyond the 10 % point, and their field is not uniform. They call for a numerical solution with self-consistent charge. In epitaxial wells with lower barriers, \(\delta\) grows as \(V^{-1/2}\) at fixed masses as long as \(E_1\ll V\), so the effective width matters more than it does here. When \(E_1\) is a sizeable part of \(V\), the finite well must be solved directly.
